# Comment on a claim that Pbca hafnia is ferroelectric: a program that tests the result

```python
"""
Result under test: a Pbca crystal made of oppositely polar layers has zero net
polarization because inversion exchanges the layers, although each layer keeps
the four symmetry operations of the polar group Pca2_1.
Symbols: a, b, c   edges of one block (bohr); layers stack along y, polar axis z
         P, A      mean and staggered layer polarization, p1 = P+A, p2 = P-A
         J, E      layer coupling and field of the dimensionless Landau model
Three independent models: ions in a crystal, electrons on chains, Landau energy.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const

# ---------- crystal built from polar blocks ----------
cell = np.array([9.9, 9.5, 9.6])
volume = cell.prod()
charge = {"M": 4.0, "O1": -2.0, "O2": -2.0}
fluorite = {"M": (0.0, 0.25, 0.0), "O1": (0.25, 0.0, 0.25), "O2": (0.25, 0.5, 0.25)}
distorted = {"M": (0.03, 0.27, 0.0), "O1": (0.35, 0.07, 0.15), "O2": (0.27, 0.46, 0.24)}
block_ops = [((1, 1, 1), (0, 0, 0)), ((-1, -1, 1), (0, 0, 0.5)),
             ((1, -1, 1), (0.5, 0, 0)), ((-1, 1, 1), (0.5, 0, 0.5))]


def make_block(scale):
    """Fractional positions (block units) of the 12 atoms of one polar block."""
    names, sites = [], []
    for name in fluorite:
        start = np.array(fluorite[name])
        site = start + scale * (np.array(distorted[name]) - start)
        for signs, shift in block_ops:
            names.append(name)
            sites.append(np.array(signs) * site + np.array(shift))
    return names, np.array(sites)


def make_antipolar(scale1, scale2):
    """Block 1 followed along y by an inverted block; block units."""
    names, first = make_block(scale1)
    second = np.array([0.0, 1.0, 0.5]) - make_block(scale2)[1]
    return names + names, np.vstack([first, second])


def find_operations(names, frac):
    """Search all axis-sign operations that map the periodic crystal to itself."""
    names = np.array(names)
    same = names[:, None] == names[None, :]
    found = []
    for signs in itertools.product((1, -1), repeat=3):
        image = frac * np.array(signs)
        for j in np.where(names == names[0])[0]:
            shift = frac[j] - image[0]
            diff = (image + shift)[:, None, :] - frac[None, :, :]
            diff -= np.round(diff)
            hit = (np.abs(diff).max(axis=2) < 1e-7) & same
            if hit.any(axis=1).all():
                found.append((signs, shift))
    return found


def same_shift(u, v):
    d = np.array(u) - np.array(v)
    return np.abs(d - np.round(d)).max() < 1e-7


double = np.array([1.0, 2.0, 1.0])
names1, block = make_block(1.0)
names2, stack = make_antipolar(1.0, 1.0)
ops_polar = find_operations(names1, block)
ops_anti = find_operations(names2, stack / double)
assert len(ops_polar) == 4 and all(s[2] == 1 for s, t in ops_polar)
assert len(ops_anti) == 8
anti = dict(ops_anti)
assert len(anti) == 8 and (-1, -1, -1) in anti

# the block operations survive in the antipolar crystal
for signs, shift in block_ops:
    assert same_shift(anti[signs], np.array(shift) / double)

# comparison with the standard general positions of Pbca
pbca = {(1, 1, 1): (0, 0, 0), (-1, -1, 1): (.5, 0, .5),
        (-1, 1, -1): (0, .5, .5), (1, -1, -1): (.5, .5, 0)}
pbca.update({tuple(-x for x in s): tuple(-x for x in t) for s, t in list(pbca.items())})
centre = anti[(-1, -1, -1)] / 2
matches = []
for perm in itertools.permutations(range(3)):
    good = True
    for signs, shift in ops_anti:
        moved = shift + np.array(signs) * centre - centre
        new_signs = tuple(signs[k] for k in perm)
        good = good and same_shift(moved[list(perm)], pbca[new_signs])
    if good:
        matches.append(perm)
assert (1, 0, 2) in matches

# inversion is kept on the whole path from fluorite
for scale in (0.2, 0.5, 0.8):
    partial = find_operations(names2, make_antipolar(scale, scale)[1] / double)
    assert any(s == (-1, -1, -1) and same_shift(t, anti[s]) for s, t in partial)


def block_polarizations(scale1, scale2):
    names, now = make_antipolar(scale1, scale2)
    move = (now - make_antipolar(0.0, 0.0)[1]) * cell
    q = np.array([charge[n] for n in names])
    dip = q[:, None] * move
    return dip[:12].sum(axis=0) / volume, dip[12:].sum(axis=0) / volume


P1, P2 = block_polarizations(1.0, 1.0)
P_net = (P1 + P2) / 2
assert abs(P1[2]) > 1e-3 and np.abs(P1[:2]).max() < 1e-12
assert np.abs(P_net).max() < 1e-12
U1, U2 = block_polarizations(1.0, 0.8)
U_net = (U1 + U2) / 2
ops_unequal = find_operations(names2, make_antipolar(1.0, 0.8)[1] / double)
assert U1[2] * U2[2] < 0 and abs(U_net[2]) > 1e-4
assert not any(s == (-1, -1, -1) for s, t in ops_unequal)

# arbitrary effective-charge tensors that obey the crystal symmetry
rng = np.random.default_rng(3)
tensor = {n: rng.normal(size=(3, 3)) for n in charge}
shift_all = (stack - make_antipolar(0.0, 0.0)[1]) * cell
dip_tensor = np.zeros((2, 3))
for i, name in enumerate(names2):
    S = np.diag(block_ops[i % 4][0]) * (1 if i < 12 else -1)
    dip_tensor[i // 12] += S @ tensor[name] @ S.T @ shift_all[i]
assert np.abs(dip_tensor[0]).max() > 1e-2
assert np.abs(dip_tensor.sum(axis=0)).max() < 1e-10

# shortest M-O distance, as a sanity check of the model geometry
is_M = np.array(names2) == "M"
gap = (stack[is_M][:, None, :] - stack[~is_M][None, :, :]) / double
gap = (gap - np.round(gap)) * double * cell
shortest = np.sqrt((gap ** 2).sum(axis=2)).min()
assert shortest > 3.4

# ---------- electrons: open chains, direct diagonalization ----------
site_energy, leg_coupling = 0.20, 0.03
strong, weak, middle = 0.13, 0.07, 0.10


def dipole(cells, legs):
    """Dipole (e x chain period) of open coupled chains, two electrons per cell and leg."""
    n = 2 * cells
    H = np.zeros((n * len(legs), n * len(legs)))
    for k, (inside, between) in enumerate(legs):
        for i in range(n):
            H[k * n + i, k * n + i] = site_energy * (-1) ** i
            if i + 1 < n:
                hop = inside if i % 2 == 0 else between
                H[k * n + i, k * n + i + 1] = H[k * n + i + 1, k * n + i] = -hop
            if k > 0:
                H[k * n + i, (k - 1) * n + i] = -leg_coupling
                H[(k - 1) * n + i, k * n + i] = -leg_coupling
    vec = np.linalg.eigh(H)[1][:, :cells * len(legs)]
    electrons = 2 * (vec ** 2).sum(axis=1)
    core = np.tile([2.0, 0.0], cells * len(legs))
    x = np.tile(np.arange(n) / 2, len(legs))
    return ((core - electrons) * x).sum()


def bulk_dipole(legs):
    reference = [(middle, middle)] * len(legs)
    return (dipole(51, legs) - dipole(50, legs)
            - dipole(51, reference) + dipole(50, reference))


d_single = bulk_dipole([(strong, weak)])
d_parallel = bulk_dipole([(strong, weak), (strong, weak)])
d_anti = bulk_dipole([(strong, weak), (weak, strong)])
d_unequal = bulk_dipole([(strong, weak), (0.09, 0.11)])
assert abs(d_single) > 1e-2 and abs(d_parallel) > 1e-2
assert abs(d_anti) < 1e-7
assert abs(d_unequal) > 1e-2

# ---------- mode coupling ----------
p1, p2, Ps, As = sp.symbols("p1 p2 P A")
general = sum(sp.Symbol(f"c{i}{j}") * p1**i * p2**j
              for i in range(5) for j in range(5 - i))
inverted = general.subs({p1: -p2, p2: -p1}, simultaneous=True)


def odd_terms(expr):
    poly = sp.Poly(sp.expand(expr.subs({p1: Ps + As, p2: Ps - As})), Ps, As)
    return [m for m, coeff in poly.terms() if m[0] % 2 == 1 and sp.expand(coeff) != 0]


assert odd_terms((general + inverted) / 2) == []
assert (1, 1) in odd_terms(general) and (1, 3) in odd_terms(general)
Js, Es = sp.symbols("J E")
layer_form = (-(p1**2 + p2**2) / 4 + (p1**4 + p2**4) / 8
              + Js * p1 * p2 / 2 - Es * (p1 + p2) / 2)
mode_form = (-(Ps**2 + As**2) / 2 + (Ps**4 + 6 * Ps**2 * As**2 + As**4) / 4
             + Js * (Ps**2 - As**2) / 2 - Es * Ps)
assert sp.expand(layer_form.subs({p1: Ps + As, p2: Ps - As}) - mode_form) == 0


def relax(state, J, E, steps, weakening=0.0):
    """Downhill motion of the two layer polarizations."""
    u, v = state
    for _ in range(steps):
        gu = u**3 - u + J * v - E
        gv = v**3 - (1 - weakening) * v + J * u - E
        u, v = u - 0.1 * gu, v - 0.1 * gv
    return u, v


def energy(state, J):
    return float(layer_form.subs({p1: state[0], p2: state[1], Js: J, Es: 0}))


def pulse(J, peak):
    """Raise the field from zero to its peak and back; return peak P, final P, final A."""
    state = relax((1.0, -0.9), J, 0.0, 2000)
    top = 0.0
    for E in np.concatenate([np.linspace(0, peak, 41), np.linspace(peak, 0, 41)]):
        state = relax((state[0] + 1e-4, state[1]), J, E, 400)
        top = max(top, sum(state) / 2)
    state = relax(state, J, 0.0, 4000)
    return top, sum(state) / 2, abs(state[0] - state[1]) / 2


J_low, J_high, small, large = 0.25, 0.60, 0.30, 2.00
anti_state = relax((1.0, -0.9), J_low, 0.0, 3000)
polar_state = relax((1.0, 0.9), J_low, 0.0, 3000)
A0 = (anti_state[0] - anti_state[1]) / 2
P0 = sum(polar_state) / 2
f_anti, f_polar = energy(anti_state, J_low), energy(polar_state, J_low)
assert abs(sum(anti_state)) < 1e-9 and abs(A0**2 - (1 + J_low)) < 1e-9
assert abs(P0**2 - (1 - J_low)) < 1e-9
assert abs(f_anti + (1 + J_low)**2 / 4) < 1e-9
assert abs(f_polar + (1 - J_low)**2 / 4) < 1e-9
chi = sum(relax(anti_state, J_low, 1e-4, 3000)) / 2 / 1e-4
assert abs(chi - 1 / (2 + 4 * J_low)) < 1e-5

weak_low, weak_high = pulse(J_low, small), pulse(J_high, small)
strong_low, strong_high = pulse(J_low, large), pulse(J_high, large)
assert abs(weak_low[1]) < 1e-6 and abs(weak_high[1]) < 1e-6
assert abs(strong_low[1] - np.sqrt(1 - J_low)) < 1e-6
assert abs(strong_high[1]) < 1e-6
assert pulse(0.45, large)[1] > 0.5 and abs(pulse(0.55, large)[1]) < 1e-6

eps = 0.01
P_eps = sum(relax(anti_state, J_low, 0.0, 3000, eps)) / 2
P_eps_formula = eps * A0 / (2 * (2 + 4 * J_low))
assert abs(P_eps / P_eps_formula - 1) < 0.02

# ---------- output ----------
to_micro = const.e / const.physical_constants["Bohr radius"][0]**2 * 100
print("CRYSTAL MODEL (M charge +4 e, O charge -2 e)")
print("block edges a, b, c (bohr):", *cell)
print(f"block volume (bohr^3): {volume:.2f}")
for name in fluorite:
    print(f"{name} fluorite {fluorite[name]} -> distorted {distorted[name]}")
    dz = (distorted[name][2] - fluorite[name][2]) * cell[2]
    print(f"   shift along z in block 1 (bohr): {dz:.3f}")
print(f"shortest M-O distance (bohr): {shortest:.2f}")
print("operations found, polar crystal, cell a,b,c:", len(ops_polar))
print("operations found, antipolar crystal, cell a,2b,c:", len(ops_anti))
print(f"dipole of block 1 along z (e bohr): {P1[2] * volume:.3f}")
print(f"P_z block 1 (e/bohr^2): {P1[2]:.6f}")
print(f"P_z block 2 (e/bohr^2): {P2[2]:.6f}")
print(f"P_z block 1 (microC/cm^2): {P1[2] * to_micro:.1f}")
print(f"|P_net| antipolar below 1e-12 e/bohr^2: {np.abs(P_net).max() < 1e-12}")
print("CONTROL: second block with 80 % of the displacement")
print(f"P_z block 2 (e/bohr^2): {U2[2]:.6f}")
print(f"P_z net (e/bohr^2): {U_net[2]:.6f}")
print(f"P_z net (microC/cm^2): {U_net[2] * to_micro:.1f}")
print("operations left, none of them inversion:", len(ops_unequal))
print("ELECTRON CHAINS (energies in hartree)")
print(f"site energies +/-{site_energy}, leg coupling {leg_coupling}")
print(f"hoppings: strong {strong}, weak {weak}, reference {middle}")
print("bulk dipole per cell minus reference (e x period):")
print(f"   one polar chain: {d_single:.5f}")
print(f"   two parallel chains: {d_parallel:.5f}")
print(f"   two opposite chains, size below 1e-7: {abs(d_anti) < 1e-7}")
print(f"   unequal opposite chains (second 0.09, 0.11): {d_unequal:.5f}")
print("LANDAU MODEL (dimensionless)")
print(f"J = {J_low}: antipolar A = {A0:.4f}, energy = {f_anti:.4f}")
print(f"J = {J_low}: polar P = {P0:.4f}, energy = {f_polar:.4f}")
print(f"J = {J_low}: antipolar response dP/dE = {chi:.4f}")
for J, peak, res in ((J_low, small, weak_low), (J_high, small, weak_high),
                     (J_low, large, strong_low), (J_high, large, strong_high)):
    print(f"pulse J={J:.2f} peak E={peak:.2f}: peak P={res[0]:.4f},"
          f" final P={abs(res[1]):.4f}, final A={res[2]:.4f}")
print(f"one layer weakened by {eps}: P = {P_eps:.6f}, estimate {P_eps_formula:.6f}")
print("every check passed")
```

Output:

```
CRYSTAL MODEL (M charge +4 e, O charge -2 e)
block edges a, b, c (bohr): 9.9 9.5 9.6
block volume (bohr^3): 902.88
M fluorite (0.0, 0.25, 0.0) -> distorted (0.03, 0.27, 0.0)
   shift along z in block 1 (bohr): 0.000
O1 fluorite (0.25, 0.0, 0.25) -> distorted (0.35, 0.07, 0.15)
   shift along z in block 1 (bohr): -0.960
O2 fluorite (0.25, 0.5, 0.25) -> distorted (0.27, 0.46, 0.24)
   shift along z in block 1 (bohr): -0.096
shortest M-O distance (bohr): 3.66
operations found, polar crystal, cell a,b,c: 4
operations found, antipolar crystal, cell a,2b,c: 8
dipole of block 1 along z (e bohr): 8.448
P_z block 1 (e/bohr^2): 0.009357
P_z block 2 (e/bohr^2): -0.009357
P_z block 1 (microC/cm^2): 53.5
|P_net| antipolar below 1e-12 e/bohr^2: True
CONTROL: second block with 80 % of the displacement
P_z block 2 (e/bohr^2): -0.007485
P_z net (e/bohr^2): 0.000936
P_z net (microC/cm^2): 5.4
operations left, none of them inversion: 4
ELECTRON CHAINS (energies in hartree)
site energies +/-0.2, leg coupling 0.03
hoppings: strong 0.13, weak 0.07, reference 0.1
bulk dipole per cell minus reference (e x period):
   one polar chain: 0.05543
   two parallel chains: 0.11085
   two opposite chains, size below 1e-7: True
   unequal opposite chains (second 0.09, 0.11): 0.03638
LANDAU MODEL (dimensionless)
J = 0.25: antipolar A = 1.1180, energy = -0.3906
J = 0.25: polar P = 0.8660, energy = -0.1406
J = 0.25: antipolar response dP/dE = 0.3333
pulse J=0.25 peak E=0.30: peak P=0.1029, final P=0.0000, final A=1.1180
pulse J=0.60 peak E=0.30: peak P=0.0688, final P=0.0000, final A=1.2649
pulse J=0.25 peak E=2.00: peak P=1.4570, final P=0.8660, final A=0.0000
pulse J=0.60 peak E=2.00: peak P=1.3655, final P=0.0000, final A=1.2649
one layer weakened by 0.01: P = 0.001866, estimate 0.001863
every check passed
```
